Gate-Voltage Shift from Fixed Positive Charge in a Depleted Oxide Film

**Problem**

An n-type semiconductor film of thickness t = 50 nm and relative permittivity 10 lies on 100 nm of silicon dioxide (relative permittivity 3.9), with a metal gate beneath the oxide. Bias and illumination have left fixed positive charge in the film, uniform, with density N = 1×10¹⁷ cm⁻³. Find the gate voltage at which the film is fully depleted of electrons, measured from the gate voltage at which its bands are flat. In what sense is this number also the shift caused by the charge?

Assumptions: the source contact is grounded and can take up or supply electrons. The free back surface carries no charge, and no electric field leaves through it. The oxide holds no charge. The film is wide enough to be treated in one dimension.

**Hints**

1. The field vanishes at the back surface, so start Gauss's law there and work towards the gate.

2. The potential changes across two layers in series. The displacement, not the field, is continuous between them.

3. A negative gate repels electrons. Decide which side of the film they leave last, and what the potential is there when the last neutral layer disappears.

4. A shift compares two films. State what is held equal in the comparison before subtracting the gate voltages.

**Solution**

*Conventions.* Let y be the distance from the back surface towards the gate: the film occupies 0 < y < t and the oxide t < y < t + t_ox. Write ε for the film permittivity, C = ε_ox/t_ox for the oxide capacitance per area, q for the positive elementary charge and V_T = kT/q for the thermal voltage. The zero of the potential φ is chosen so that the electron density is

n = N exp(φ/V_T).

This is Boltzmann statistics with the Fermi level fixed by the grounded source. At φ = 0 the electrons neutralize the fixed charge. If φ = 0 throughout the film, the bands are flat and the gate carries no charge; that gate voltage is called V = 0.

*Potential in the film.* With the electrons gone, the charge density is +qN and Poisson's equation reads

d²φ/dy² = −qN/ε.

Integrate once, using dφ/dy = 0 at y = 0:

dφ/dy = −qNy/ε.

Integrate again, with φ_b the potential at the back surface:

φ(y) = φ_b − qNy²/(2ε).

The potential falls towards the gate, so electrons have their lowest energy at the back. At the oxide interface, y = t,

φ_i = φ_b − qNt²/(2ε).

*Potential in the oxide.* Continuity of displacement requires ε dφ/dy to be the same on both sides of the interface. In the film its value there is −qNt, so the slope in the charge-free oxide is −qNt/ε_ox. Multiplying by t_ox gives

V − φ_i = −qNt·t_ox/ε_ox = −qNt/C.

Adding the two drops,

V = φ_b − qNt/C − qNt²/(2ε).

*The condition of full depletion.* Suppose first that a layer of thickness d < t next to the oxide is depleted and the rest of the film is neutral. The neutral part has φ = 0 and no field, so the same two integrations, started at its edge, give

V(d) = −qNd/C − qNd²/(2ε).

As V becomes more negative, d grows. The last neutral layer disappears at the back surface when d = t, with φ_b = 0 there. Hence

V_FD = −[qNt/C + qNt²/(2ε)].

This uses the depletion approximation, which gives the electron layer a sharp edge.

*Numbers.* The fixed charge per area is qNt = 0.0801 μC/cm², or 5.00×10¹¹ elementary charges per cm². The oxide capacitance is 34.53 nF/cm². The oxide drop is therefore

qNt/C = (0.0801 μC/cm²)/(0.03453 μF/cm²) = 2.32 V.

The film field rises linearly from zero at the back to 0.0905 MV/cm at the interface. Its mean is half of that, so the film drop is

½ × 0.0905 MV/cm × 50 nm = 0.226 V.

The result is

V_FD = −(2.320 + 0.226) V = −2.55 V.

A numerical solution of Poisson's equation for the electron-free film gives the same value, −2.5461 V before rounding.

*In what sense this is a shift.* In an uncharged film without electrons there is no field, so its gate voltage equals φ_b. The charged film has V = φ_b + V_FD. At equal back-surface potential, and with electrons negligible in both films, the shift is therefore V_FD. The comparison assumes the same gate work function and band parameters in both. If the interface potential were held equal instead, the film drop would cancel and the shift would be −qNt/C = −2.32 V. The two variations below show which readings of a transistor lie near each value.

*The same result by superposition.* Consider a thin sheet of charge s per area at distance x = t − y from the oxide interface. Its field lines all end on the gate, so the field is s/ε between the sheet and the oxide and zero between the sheet and the back. With the gate at zero, the sheet raises the back potential by s/C + sx/ε. To restore the back potential, the gate must move by

ΔV = −s(1/C + x/ε).

Put s = qN dx and integrate from 0 to t. The first term gives −qNt/C and the second −qNt²/(2ε), as before. The formula also shows how much the charge profile matters. The same total charge placed at the interface gives −2.32 V; placed at the back, it gives −(2.32 + 2 × 0.226) V = −2.77 V.

*How sharp is full depletion?* Electrons have a thermal spread. Inserting the parabolic potential into the Boltzmann law gives

n(y) = n_b exp[−y²/(2L²)], with n_b = N exp(φ_b/V_T) and L² = εV_T/(qN).

At 300 K, V_T = 25.85 mV and the Debye length is L = 11.95 nm. The integral of n over the film is S = n_b w, where

w = L√(π/2) erf[t/(L√2)] = 14.98 nm.

The mean distance of these electrons from the back is

ȳ = (1/w) ∫₀ᵗ y exp[−y²/(2L²)] dy = (L²/w){1 − exp[−t²/(2L²)]} = 9.54 nm.

The numerical solution with mobile electrons gives 9.56 nm at S = 10⁹ cm⁻², which confirms that the last electrons sit near the back.

At V = V_FD some electrons remain. Treat them as a sheet of charge −qS at x = t − ȳ. By superposition they lower the back potential to

φ_b = −qS[1/C + (t − ȳ)/ε].

Putting this into S = Nw exp(φ_b/V_T) gives

S = Nw exp(−aS), with a = (q/V_T)[1/C + (t − ȳ)/ε].

Multiply both sides by a exp(aS) to obtain aS exp(aS) = aNw. The Lambert function W is defined by W(z) exp[W(z)] = z, so

S = W(aNw)/a = 1.21×10¹⁰ cm⁻².

The numerical solution gives 1.22×10¹⁰ cm⁻², which is 2.45 % of the flat-band electron density per area, Nt. "Full depletion" at −2.55 V thus means that about one electron in forty remains. The sharp-edge picture needs t well above L; here t/L is about 4.

**The result beside a real transistor**

The numbers lie in the rough regime of an amorphous indium gallium zinc oxide transistor on thermally grown silicon dioxide, after negative gate bias under light. Such stress can move the transfer curve by volts in the negative direction. The density N is a round choice, not a measured one, and the calculation applies to charge that stays fixed while the gate is swept in the dark. In real devices the charge may also lie at the interface or in the oxide, and two further assumptions can fail noticeably. First, the stress may charge the back surface. For an assumed 1×10¹¹ positive charges per cm² created there, the superposition formula with x = t adds −0.55 V; back charge already present before the stress would cancel at equal back potential. Second, the gap contains electron states, and for an assumed density of 1×10¹⁷ cm⁻³ eV⁻¹ these add −0.19 V at equal back potential, as derived next. Both corrections scale with poorly known densities, so for a real film even the first decimal of −2.55 V is uncertain.

*Gap states.* Let the states be acceptor-like: negative when filled, neutral when empty. Let their density g be constant over the energies swept, the same in both films, with a sharp boundary between filled and empty states. The filled density is then n_t0 + gφ, where g is counted per volt of potential. Compare the charged and uncharged films at the same back potential φ_b, low enough for free electrons to be negligible in both. Their potentials obey

d²φ_c/dy² = −(q/ε)(N − n_t0 − gφ_c),

d²φ_0/dy² = −(q/ε)(−n_t0 − gφ_0).

Subtract the first from the second and define u = φ_0 − φ_c. The constant n_t0 cancels:

d²u/dy² = (q/ε)(N + gu), with u = 0 and du/dy = 0 at y = 0.

The solution is u = (N/g)(cosh κy − 1), with κ² = qg/ε. Adding the oxide drop, (ε/C) du/dy at y = t, gives

ΔV = −(N/g)[cosh κt − 1 + (εκ/C) sinh κt] = −2.73 V.

For g → 0, use cosh κt − 1 ≈ κ²t²/2 and sinh κt ≈ κt; the formula returns to V_FD. At equal back potential the shift is larger in magnitude with gap states, because the fixed charge lowers the potential towards the gate and so empties some of them. The negative charge they lose adds to the effect of the fixed positive charge. A reading at equal small electron density can differ. Filled states bend the bands of the uncharged film the other way, so its electrons may collect at the oxide side. The added shift then depends on n_t0 as well as on g, and it can vanish or change sign.

*Smaller effects.* The oxide field at V_FD is 0.23 MV/cm, far below the rough breakdown strength of good silicon dioxide, 10 MV/cm. For a rough barrier of 3 eV and a tunnelling mass of half the electron mass, the tunnelling exponent is of order 1000, so leakage by this path is negligible. The film drop of 0.23 V is small beside a gap of roughly 3 eV, so no hole layer forms in thermal equilibrium. With a rough effective mass of 0.34 electron masses, N is 0.020 of the conduction-band density of states, which supports Boltzmann statistics in the depleted film.

**Variation 1: the shift read at a small current**

*Question.* The turn-off voltage is read at a fixed, very small electron density per area S, the same before and after the stress. What is the shift at 300 K?

*Solution.* In the uncharged film a small S produces a negligible field. The potential is uniform and equal to the gate voltage V_0, so

S = Nt exp(V_0/V_T).

The factor N appears because both films use the same zero of potential; it does not mean that the uncharged film is doped. In the charged film the electrons occupy only the effective width w at the back:

S = Nw exp(φ_b/V_T), with φ_b = V − V_FD.

Equate the two, divide by N and take logarithms:

(V − V_FD − V_0)/V_T = ln(t/w).

The shift is therefore

V − V_0 = V_FD + V_T ln(t/w).

With t/w = 50/14.98, the thermal term is 25.85 mV × ln 3.34 = 31.2 mV, and the shift is

−2.546 V + 0.031 V = −2.515 V.

The correction is positive because the charged film confines its electrons to a narrower layer. It needs a higher back potential to hold the same number. For t much smaller than L, w tends to t and the correction vanishes.

The numerical solution with mobile electrons gives −2.5146 V at S = 10⁹ cm⁻² and −2.5149 V at 10⁷ cm⁻²; the formula gives −2.5149 V. The formula neglects the electrons' own field, which weakens as S falls. At 350 K the thermal term is 34.0 mV instead of 31.2 mV. Quantization of the electron motion across the film, with the rough mass above, would change the shift by about 1.5 mV. Equal S means equal current if the mobility, geometry and drain voltage are also unchanged.

**Variation 2: the shift read in the on state**

*Question.* The two films are now compared in strong accumulation, at the same large density S = 5×10¹² cm⁻². Why is the shift smaller in magnitude?

*Solution.* The film holds the net charge q(Nt − S) per area. No field leaves through the back, so the gate carries the opposite charge:

C(V − φ_i) = q(S − Nt).

For the uncharged film the right-hand side is qS. Subtracting at equal S,

ΔV = −qNt/C + Δφ_i,

where Δφ_i is the difference in interface potential, charged minus uncharged. To estimate it, let N_f be the fixed-charge density, equal to N or zero. Poisson's equation is

d²φ/dy² = (q/ε)(n − N_f).

Multiply by dφ/dy and integrate from the back to the interface. Since n = N exp(φ/V_T), the integral of n dφ is V_T times the change in n:

½(dφ/dy)² = (q/ε)[V_T(n_i − n_b) − N_f(φ_i − φ_b)].

In strong accumulation the interface density n_i dominates the bracket. Gauss's law gives the interface slope as q(S − N_f t)/ε, so

n_i ≈ q(S − N_f t)²/(2εV_T).

Because φ_i = V_T ln(n_i/N), the common factors cancel from the difference:

Δφ_i ≈ 2V_T ln[(S − Nt)/S] = 2V_T ln(1 − Nt/S).

Here Nt/S = 0.1, which gives Δφ_i = −5.4 mV and

ΔV = −2.320 V − 0.005 V = −2.325 V.

The numerical solution also gives −2.325 V. The added electrons now collect at the oxide interface, so the potential drop across the film no longer enters. What remains is mainly the oxide term.

The few-millivolt correction is a classical estimate. The formula for n_i gives about 7×10¹⁹ cm⁻³ in the charged film, above the conduction-band density of states of about 5×10¹⁸ cm⁻³ that follows from the rough mass. Fermi statistics with the same rough mass roughly doubles Δφ_i, to about −11 mV; quantum confinement between hard walls, treated self-consistently with the same mass, takes it to about −17 mV, so that ΔV becomes about −2.34 V. The charge balance that gives −qNt/C does not depend on the statistics.

In the classical Boltzmann model the same fixed charge thus shifts the turn-off reading by −2.51 V and the on-state reading by −2.33 V. The difference of about 0.19 V is the film drop of 0.226 V, reduced by the thermal term and the small accumulation correction. A stated shift therefore needs the electron density at which it was read. With confinement included, the difference is nearer 0.18 V. The numerical output lists the Boltzmann results in full.

Calculated quantities

```
Fixed charge density: 1.00e+17 cm^-3
Film thickness: 50 nm; relative permittivity: 10.0
Oxide thickness: 100 nm; relative permittivity: 3.9
Temperature: 300 K; thermal voltage: 25.85 mV
Fixed charge per area: 0.0801 uC/cm2
Fixed charges per area: 5.00e+11 cm^-2
Oxide capacitance: 34.53 nF/cm2
Oxide drop: 2.3199 V
Film drop: 0.2262 V
Full-depletion gate voltage, formula: -2.5461 V
Full-depletion gate voltage, solver: -2.5461 V
Debye length: 11.95 nm
Effective width of last electrons: 14.98 nm
Mean depth from back, formula: 9.54 nm
Mean depth from back, solver: 9.56 nm
Thermal term at 300 K: 31.2 mV
Equal-small-sheet shift, formula: -2.5149 V
Shift at 1e+09 cm^-2, solver: -2.5146 V
Shift at 1e+07 cm^-2, solver: -2.5149 V
Residual electrons at V_FD, solver: 1.22e+10 cm^-2
Residual electrons, estimate: 1.21e+10 cm^-2
Residual fraction, solver: 2.45 %
Accumulation sheet density: 5.0e+12 cm^-2
Accumulation shift, solver: -2.3251 V
Accumulation shift, formula: -2.3253 V
Sizes of neglected effects:
Assumed back charge: 1.0e+11 cm^-2
Added shift from back charge: -0.554 V
Assumed gap-state density: 1.0e+17 cm^-3 eV^-1
Shift with gap states: -2.734 V
Added shift from gap states: -0.188 V
Thermal term at 350 K: 34.0 mV
Rough effective mass: 0.34 electron masses
N / conduction-band density of states: 0.020
Subband change of equal-sheet shift: 1.46 mV
Oxide field: 0.232 MV/cm
Largest film field: 0.0905 MV/cm
Rough barrier: 3.0 eV; mass: 0.5 m_e
Tunnelling exponent through oxide: 965
```
